\section*{Spin-Resolved Band-Edge Masses in a Massive Dirac Monolayer}

\section*{The model and the data}

Near a corner of its hexagonal Brillouin zone, a monolayer semiconductor is described by one conduction orbital and one valence orbital, each with two spin states. The Hamiltonian is
\begin{equation}
H=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\frac{\Delta}{2}\sigma_z
+\lambda\tau s\,\frac{1-\sigma_z}{2}.
\end{equation}
The Pauli matrices $\sigma$ act on the pair (conduction, valence). The wavevector $\mathbf k$ is measured from the corner, $\tau=\pm1$ labels the two inequivalent corners (valleys), and $s=+1$ or $-1$ stands for spin up or down along the normal to the layer. The velocity $v$ is the same for both spins, and $0<\lambda<\Delta$.

The spin-averaged gap, meaning the mean of the two gaps between states of equal spin, is $1.60$ eV. The valence edge is split by $0.46$ eV. Take $\hbar v=0.39$ eV nm and $\hbar^2/m_0=0.07620$ eV nm$^2$, where $m_0$ is the free-electron mass. Hole masses are counted as positive.

\section*{Part (a)}

\textbf{Question.} Find the band edges and the gap for each spin. Identify $\Delta$ and $\lambda$ with the data, and give the numbers for $\tau=+1$.

\textbf{Answer.} No term of $H$ flips the spin, so $s$ is a good quantum number and each spin has its own $2\times2$ matrix. The projector $(1-\sigma_z)/2$ equals 0 on the conduction orbital and 1 on the valence orbital, so
\begin{equation}
H_s=\begin{pmatrix}
\Delta/2 & \hbar v(\tau k_x-ik_y)\\
\hbar v(\tau k_x+ik_y) & -\Delta/2+\lambda\tau s
\end{pmatrix}.
\end{equation}
At $k=0$ this is diagonal. The edges and the gap are
\begin{equation}
E_c=\frac{\Delta}{2},\qquad E_{v,s}=-\frac{\Delta}{2}+\lambda\tau s,
\qquad \Delta_s=E_c-E_{v,s}=\Delta-\lambda\tau s .
\end{equation}
The mean of the two gaps is $\Delta$, so $\Delta=1.60$ eV. The valence edges lie $2\lambda$ apart, so $2\lambda=0.46$ eV and $\lambda=0.23$ eV. Each gap therefore moves from the mean by half the splitting.

For $\tau=+1$ the conduction edge is at $0.80$ eV for both spins. The valence edges are at $-0.80+0.23=-0.57$ eV (up) and $-0.80-0.23=-1.03$ eV (down). The gaps are $1.37$ eV for spin up and $1.83$ eV for spin down.

\section*{Part (b)}

\textbf{Question.} Derive the bands at finite $k$ and the effective mass at each band edge. Why does a smaller gap give a lighter mass?

\textbf{Answer.} The product of the off-diagonal elements of $H_s$ is
\begin{equation}
\hbar^2v^2(\tau k_x-ik_y)(\tau k_x+ik_y)=\hbar^2v^2(k_x^2+k_y^2)=\hbar^2v^2k^2,
\end{equation}
because $\tau^2=1$ and the cross terms cancel. The eigenvalue condition is
\begin{equation}
(E-E_c)(E-E_{v,s})=\hbar^2v^2k^2 .
\end{equation}
Measure $E$ from the middle of the gap, $(E_c+E_{v,s})/2=\lambda\tau s/2$, by writing $E=\lambda\tau s/2+W$. The two factors become $W-\Delta_s/2$ and $W+\Delta_s/2$. Hence $W^2-\Delta_s^2/4=\hbar^2v^2k^2$, and
\begin{equation}
E_\pm=\frac{\lambda\tau s}{2}\pm\sqrt{\frac{\Delta_s^2}{4}+\hbar^2v^2k^2}.
\end{equation}
For $\hbar vk\ll\Delta_s/2$, use $\sqrt{1+x}\simeq1+x/2$ with $x=4\hbar^2v^2k^2/\Delta_s^2$:
\begin{equation}
\sqrt{\frac{\Delta_s^2}{4}+\hbar^2v^2k^2}
=\frac{\Delta_s}{2}\sqrt{1+x}
\simeq\frac{\Delta_s}{2}+\frac{\hbar^2v^2k^2}{\Delta_s}.
\end{equation}
The conduction band rises from its edge by $\hbar^2v^2k^2/\Delta_s$, and the valence band falls by the same amount. Setting this equal to $\hbar^2k^2/(2m_s)$ gives
\begin{equation}
m_s=\frac{\Delta_s}{2v^2}
\qquad\text{or}\qquad
\frac{m_s}{m_0}=\frac{\hbar^2}{m_0}\,\frac{\Delta_s}{2(\hbar v)^2}.
\end{equation}
In this model the electron and the hole of one spin have equal masses.

The shift $\hbar^2v^2k^2/\Delta_s$ is the second-order repulsion of two levels: the squared coupling divided by their separation. At fixed $v$, closer levels repel more strongly, the bands curve more, and the mass is smaller.

\section*{Part (c)}

\textbf{Question.} Find the two masses and the ratio of the heavier to the lighter. Discuss the limits of small and large $\lambda$, and the other valley.

\textbf{Answer.} With $2(\hbar v)^2=2(0.39)^2=0.3042$ eV$^2$ nm$^2$, the masses in valley $\tau=+1$ are
\begin{align}
\frac{m_\uparrow}{m_0}&=\frac{0.07620\times1.37}{0.3042}=0.343,\\
\frac{m_\downarrow}{m_0}&=\frac{0.07620\times1.83}{0.3042}=0.458 .
\end{align}
In the ratio the common factor $1/(2v^2)$ cancels:
\begin{equation}
R=\frac{m_\downarrow}{m_\uparrow}=\frac{\Delta+\lambda}{\Delta-\lambda}
=\frac{1.83}{1.37}=1.336\approx1.34 .
\end{equation}
The masses depend on the chosen velocity, but their ratio does not, provided that both spins share it.

For $\lambda\ll\Delta$ the ratio tends to $1+2\lambda/\Delta$. Here that form gives $1.29$, so the first-order result accounts for most of the difference between the masses but falls short of the full ratio by $0.05$. As $\lambda\to\Delta$ the smaller gap closes, the lighter mass tends to zero and $R$ diverges. Putting the full splitting in place of $\lambda$ would give $2.06/1.14=1.81$, which contradicts part (a): the two gaps would then differ by $0.92$ eV.

For $\tau=-1$ the product $\tau s$ changes sign for each spin. Spin down then has the smaller gap and the lighter mass, and $R$ is unchanged. This is what time reversal requires, since it reverses both valley and spin.

\section*{Part (d)}

\textbf{Question.} The layer holds $10^{13}$ holes per cm$^2$. Find the mass at the Fermi level, defined by $m=\hbar^2k/|dE/dk|$, relative to the band-edge mass. Do both hole masses matter for transport at 300 K?

\textbf{Answer.} Suppose first that the holes occupy the upper valence band alone, which has one spin state in each of two valleys. Counting states in two discs of radius $k_F$ gives
\begin{equation}
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},\qquad
k_F=\sqrt{2\pi n}=\sqrt{2\pi\times0.1\ \text{nm}^{-2}}=0.793\ \text{nm}^{-1}.
\end{equation}
Then $\hbar vk_F=0.309$ eV, and the Fermi energy measured from the band edge is
\begin{equation}
\varepsilon_F=\sqrt{0.685^2+0.309^2}-0.685\approx0.0665\ \text{eV}.
\end{equation}
This is well below the splitting of $0.46$ eV, so the supposition holds.

For the mass, let $W=\sqrt{\Delta_s^2/4+\hbar^2v^2k^2}=\Delta_s/2+\varepsilon$, where $\varepsilon$ is the distance from the band edge. Since $|dE/dk|=dW/dk=\hbar^2v^2k/W$,
\begin{equation}
m(\varepsilon)=\frac{\hbar^2k\,W}{\hbar^2v^2k}=\frac{W}{v^2}
=\frac{\Delta_s/2+\varepsilon}{v^2}
=m_s\left(1+\frac{2\varepsilon}{\Delta_s}\right).
\end{equation}
At the Fermi level the factor is $1+2(0.067)/1.37\approx1.10$. At a thermal energy $k_BT=0.0259$ eV from the edge it is $1.04$. The ratio $R$ thus refers to the band edges. At equal $k$ the ratio of the two masses is the ratio of the two values of $W$, which tends to 1 when $\hbar vk$ is much larger than both gaps. This limit is formal: for a lattice constant of $0.33$ nm the midpoint of the zone edge lies about $6.3$ nm$^{-1}$ from the corner, where $\hbar vk$ is only $2.5$ eV, and the linear coupling ceases to hold well before that.

The lower valence edge lies $0.46-0.067=0.393$ eV beyond the Fermi level. With the Fermi level held at its zero-temperature position, the probability of a hole there is about $e^{-0.393/0.0259}$, which lies between $2\times10^{-7}$ and $3\times10^{-7}$. Equilibrium hole transport in this model therefore probes the lighter mass. At this density and temperature, seeing the heavier hole requires excitation into the lower valence band, for example by light.

\section*{Part (e)}

\textbf{Question.} Free motion and bands outside the model add quadratic terms to the energies. Take $\beta\hbar^2k^2/(2m_0)$, equal for both bands and both spins, and evaluate the masses for $\beta=1$, the bare free-electron term.

\textbf{Answer.} The added term is proportional to the unit matrix, so it shifts both energies by the same amount, upward for $\beta>0$. Near the edges,
\begin{align}
E_+&\simeq E_c+\frac{\hbar^2k^2}{2}\left(\frac1{m_s}+\frac{\beta}{m_0}\right),\\
E_-&\simeq E_{v,s}-\frac{\hbar^2k^2}{2}\left(\frac1{m_s}-\frac{\beta}{m_0}\right).
\end{align}
The brackets are the inverse electron mass and the inverse hole mass. From part (c), $m_0/m_s$ is $0.3042/(0.07620\times1.37)=2.9140$ for spin up and $0.3042/(0.07620\times1.83)=2.1815$ for spin down. With $\beta=1$:
\begin{align}
\text{holes:}\quad & \frac{m_0}{m}=1.9140,\ 1.1815,
&\frac{m}{m_0}&=0.522,\ 0.846,\\
\text{electrons:}\quad & \frac{m_0}{m}=3.9140,\ 3.1815,
&\frac{m}{m_0}&=0.255,\ 0.314.
\end{align}
The ratio becomes $1.62$ for holes and $1.23$ for electrons. Subtracting the same positive number, smaller than both, from two inverse masses increases the ratio of the larger to the smaller, and adding it reduces that ratio. For $\beta=-1$ electrons and holes exchange roles.

These values show the scale of the effect and are not corrected masses. Remote bands contribute further quadratic terms, which can have either sign and can differ between bands and spins. They are not computed here.

\section*{Part (f)}

\textbf{Question.} The parameters lie in the regime of monolayer WSe$_2$. Examine how the ratio responds to the gap, to a conduction-band splitting and to unequal velocities. Does trigonal anisotropy change it?

\textbf{Answer.} The inputs are rough typical values for this material. A gap of $1.60$ eV is of the size found in semilocal density-functional calculations. The quasiparticle gap, which is the energy needed to create a separated electron and hole, is larger and depends on the surroundings of the layer. As an illustration, take $2.1$ eV for its spin average in place of $\Delta$ and hold the splitting fixed:
\begin{equation}
R=\frac{2.1+0.23}{2.1-0.23}=1.25 .
\end{equation}

The conduction edge of a real layer is also split. In the order usually reported for tungsten compounds, the upper valence state has the same spin as the upper conduction state in the same valley. A splitting of roughly $0.04$ eV, placed symmetrically about the original edge, widens the smaller gap by $0.02$ eV and narrows the larger one equally. With $\Delta=1.60$ eV restored, $R=1.81/1.39=1.30$.

If the velocities differ, $m_s=\Delta_s/(2v_s^2)$ and $R$ acquires the factor $(v_{\text{light}}/v_{\text{heavy}})^2$. As an illustration, a velocity $2\,\%$ higher for the lighter spin gives $1.336\times1.02^2=1.39$.

For the anisotropy, replace the linear coupling by that of a honeycomb lattice with lattice constant $a=0.33$ nm:
\begin{equation}
f=t\left[1+2\cos\left(\frac{p_xa}{2}\right)e^{i\sqrt3\,p_ya/2}\right],\qquad
p_x=\frac{4\pi}{3a}+k_x,\quad p_y=k_y .
\end{equation}
At $k=0$ the cosine is $-1/2$ and $f=0$. The first derivatives there are $\partial f/\partial k_x=-ta\sin(2\pi/3)=-\sqrt3\,ta/2$ and $\partial f/\partial k_y=-i\sqrt3\,ta/2$. Choosing $t=2\hbar v/(\sqrt3a)$ gives $f\simeq-\hbar v(k_x+ik_y)$, so $|f|^2=\hbar^2v^2k^2+O(k^3)$. The energies depend on $|f|^2$, and cubic terms do not affect the curvature at $k=0$. The band-edge masses and $R$ are therefore unchanged and isotropic.

Away from the edge the anisotropy appears. Evaluating the hole energy $\sqrt{\Delta_\uparrow^2/4+|f|^2}-\Delta_\uparrow/2$ at $k_F=0.793$ nm$^{-1}$ in steps of $3^\circ$ around the valley gives a largest value $1.16$ times the smallest. This number belongs to the honeycomb coupling and does not fix the size of the anisotropy in WSe$_2$, whose orbitals are not those of a simple honeycomb lattice. A nearest-neighbour three-band $d$-orbital model of this material gives about $1.05$ at the same wavevector.

The value $1.34$ thus belongs to the two-band model with the stated gap, splitting and common velocity. Among the changes tried, the quadratic term moves the ratio most, to $1.62$ for holes. A nearest-neighbour three-band $d$-orbital model of WSe$_2$, which contains such terms, gives unequal electron and hole masses, with ratios of about $1.7$ for holes and $1.4$ for electrons. A measured ratio different from $1.34$ would therefore not by itself show that the gap or the splitting had been assigned wrongly.
